# Ising couplings for the c(4x2) to (2x1) transition on Si(001)

## Problem

Atoms on the Si(001) surface pair into dimers, and the dimers stand side by side in long rows. Each dimer is tilted, with one atom up and the other down. With $a$ the surface lattice constant, dimers in a row are $a$ apart and neighbouring rows are $2a$ apart.

Let $i$ number the rows and $j$ the dimers along a row. Describe each tilt by $s_{i,j}=\pm1$ and take the energy

$$E=V\sum_{i,j}s_{i,j}s_{i,j+1}+H\sum_{i,j}s_{i,j}s_{i+1,j},\qquad V,H>0. \tag{1}$$

Every bond is counted once. Both couplings favour opposite tilts. The terrace is infinite and clean, and the tilts are in thermal equilibrium.

1. Identify the ground state and the energies of the competing ordered patterns.
2. Estimate by scaling the relation between $V$, $H$ and the disordering temperature $T_c$ when $V\gg H$.
3. Find the relation from Onsager's criterion. Does $T_c=200$ K determine both couplings?
4. Take $V=30$ meV as a second input. Find $H$, and decide what kind of (2x1) phase lies above $T_c$.

## The ordered patterns

All bonds in (1) can be satisfied together, by the checkerboard $s_{i,j}=(-1)^{i+j}$ or its reverse. The checkerboard is unchanged by a move of one row and one dimer, that is, by the translations $(2a,\pm a)$. These generate a centred rectangle of sides $4a$ and $2a$, so the ground state is c(4x2).

Each dimer owns one bond of each kind. The energies per dimer are therefore

- c(4x2), $s=(-1)^{i+j}$: $-V-H$;
- p(2x2), $s=(-1)^j$: $-V+H$;
- p(2x1), $s=1$ everywhere: $V+H$.

Subtraction gives

$$E_{p(2\times2)}-E_{c(4\times2)}=2H,\qquad E_{p(2\times1)}-E_{c(4\times2)}=2V+2H. \tag{2}$$

These differences give the couplings a meaning that a total-energy calculation can address. Reversing one dimer in the ground state spoils two bonds of each kind. A spoiled bond costs twice its coupling, so the flip costs $4V+4H$.

## First estimate by scaling

Begin with one isolated row. Call a bond broken if its two tilts are equal. Once the first tilt is given, each bond may be broken or unbroken independently of the others, with relative weights $e^{-V/kT}$ and $e^{V/kT}$. The probability of a break is

$$p=\frac{e^{-V/kT}}{e^{V/kT}+e^{-V/kT}}=\frac{1}{1+e^{2V/kT}}. \tag{3}$$

For $V\gg kT$, the mean length between breaks is $n=1/p\approx e^{2V/kT}$ dimers. A row is then a sequence of long, well-ordered segments whose phases are free.

A weak coupling $H$ acts on whole segments. Two neighbouring segments of length $n$ have a coupling of size $nH$. Order across the rows should set in when this is comparable with $kT_c$:

$$H\sim kT_c\,e^{-2V/kT_c}. \tag{4}$$

The exponential is the content of this estimate. Its prefactor is not determined: one could equally compare $kT_c$ with $2nH$, the energy difference between the two relative phases, and obtain half the value of $H$.

At 200 K, $kT_c=17.235$ meV. With $V=30$ meV,

$$\frac{2V}{kT_c}=\frac{60}{17.235}=3.481,\qquad n\approx e^{3.481}\approx 32,$$

and (4) with unit prefactor gives $H\approx0.530$ meV. A sub-meV coupling can order the surface at 200 K because about thirty dimers act together.

## Exact solution

### From alternating to parallel tilts

Define $\sigma_{i,j}=(-1)^{i+j}s_{i,j}$. Neighbours have opposite checkerboard signs, so $ss'=-\sigma\sigma'$ on each bond of (1), and

$$E=-V\sum\sigma_{i,j}\sigma_{i,j+1}-H\sum\sigma_{i,j}\sigma_{i+1,j}.$$

This is the ferromagnetic Ising model on a rectangular lattice. The change of variables is one to one, so the partition function and $T_c$ are unchanged. Write $K_V=V/kT$ and $K_H=H/kT$.

### Duality and the criterion

Since $\sigma\sigma'=\pm1$, each bond factor can be written

$$e^{K\sigma\sigma'}=\cosh K\,(1+\sigma\sigma'\tanh K).$$

Multiply out the product over all bonds and sum over the tilts. A term survives if every site belongs to an even number of chosen bonds. The chosen bonds then form closed graphs $G$. For $N$ dimers,

$$Z=(2\cosh K_V\cosh K_H)^N\sum_G(\tanh K_V)^{\ell_V}(\tanh K_H)^{\ell_H}, \tag{5}$$

where $\ell_V$ and $\ell_H$ count the chosen bonds along and across the rows.

Now take a second model with couplings $K_V^*,K_H^*$ and describe it by the walls between regions of opposite $\sigma$. A spoiled bond brings a factor $e^{-2K^*}$, so

$$Z^*=2e^{N(K_V^*+K_H^*)}\sum_{\rm walls}e^{-2K_V^*m_V-2K_H^*m_H}, \tag{6}$$

where $m_V$ and $m_H$ count spoiled bonds of each kind. The walls also form closed graphs. A wall segment running along the rows cuts an inter-row bond; a segment running across the rows cuts an in-row bond. The two sums therefore agree, apart from boundary effects that do not matter per dimer as $N\to\infty$, if

$$e^{-2K_H^*}=\tanh K_V,\qquad e^{-2K_V^*}=\tanh K_H. \tag{7}$$

Dividing (5) by (6) and using $-K_H^*=\tfrac12\ln\tanh K_V$ and its partner gives

$$\frac{\ln Z}{N}=\ln2+\tfrac12\ln(\sinh K_V\cosh K_V)+\tfrac12\ln(\sinh K_H\cosh K_H)+\frac{\ln Z^*}{N}.$$

Because $\sinh K\cosh K=\tfrac12\sinh2K$, the two factors of one half cancel the $\ln2$:

$$\frac{\ln Z}{N}=\tfrac12\ln(\sinh2K_V\sinh2K_H)+\frac{\ln Z^*}{N}. \tag{8}$$

The first term is smooth at finite temperature. A singularity at $(K_V,K_H)$ thus implies one at $(K_V^*,K_H^*)$. From (7),

$$\sinh2K_H^*=\tfrac12(\coth K_V-\tanh K_V)=\frac{\cosh^2K_V-\sinh^2K_V}{2\sinh K_V\cosh K_V}=\frac1{\sinh2K_V}, \tag{9}$$

and likewise $\sinh2K_V^*=1/\sinh2K_H$.

Let $P=\sinh2K_V\sinh2K_H$. Suppose that there is a single critical curve in the $(K_V,K_H)$ plane and that it falls strictly: a larger $V$ allows a smaller $H$. If a critical point had $P>1$, (9) would give $\sinh2K_H^*<\sinh2K_H$ and also $\sinh2K_V^*<\sinh2K_V$. The curve would then contain a second point with both couplings smaller, which a falling curve cannot do. The case $P<1$ fails in the same way with both couplings larger. Hence

$$\boxed{\sinh\frac{2V}{kT_c}\,\sinh\frac{2H}{kT_c}=1.} \tag{10}$$

Duality alone does not prove that there is a single critical curve. That fact is taken here from Onsager's solution of the model.

### The wall that destroys the order

The criterion also has a direct physical reading. Consider a wall running along the rows, between two c(4x2) regions of opposite phase. It costs $2H$ per dimer length. Between one dimer position and the next it may step sideways by $m$ rows, which spoils $|m|$ in-row bonds and costs $2V|m|$. With $x=e^{-2K_V}$, the sum over steps is

$$\sum_{m=-\infty}^{\infty}x^{|m|}=1+\frac{2x}{1-x}=\frac{1+x}{1-x}=\coth K_V.$$

The wall free energy per dimer length is therefore

$$f=2H-kT\ln\coth\frac{V}{kT}. \tag{11}$$

Walls appear freely when $f=0$, or $e^{2K_H}=\coth K_V$. Then $\sinh2K_H=\tfrac12(\coth K_V-\tanh K_V)=1/\sinh2K_V$, which is (10) again.

The sum leaves out walls that turn back on themselves and separate islands of reversed tilts. A transfer-matrix calculation for a strip of eight rows includes both. For $V=30$ meV, $H=0.530$ meV and 140 K, the free energy of a forced wall agreed with (11) within 0.2%. Its value is 0.894 meV per dimer, compared with the bare cost $2H=1.061$ meV; wandering supplies the difference.

### Which couplings give 200 K?

Solving (10) for $H$ gives

$$H=\frac{kT_c}{2}\,\operatorname{arcsinh}\!\left[\frac1{\sinh(2V/kT_c)}\right]. \tag{12}$$

This is a curve. One transition temperature does not determine two couplings. If they are equal, $\sinh(2V/kT_c)=1$ and $V=H=7.595$ meV. Other points at 200 K are

| $V$ (meV) | $H$ (meV) | $T_c$ from strips (K) |
|---:|---:|---:|
| 10 | 5.588 | 200.3 |
| 20 | 1.698 | 200.1 |
| 30 | 0.530 | 200.1 |
| 40 | 0.166 | 200.1 |
| 50 | 0.052 | 200.1 |

The last column does not use (10). At a critical point the correlation length along a strip grows in proportion to the strip's width. The temperature at which the ratio of width to correlation length is equal for six and eight rows is thus an estimate of $T_c$. For these five pairs it lies within 0.3 K of the target.

For the second input $V=30$ meV,

$$\sinh3.481=16.236,\qquad H=\frac{17.235}{2}\operatorname{arcsinh}\frac1{16.236}\ \text{meV}=0.530\ \text{meV}.$$

By (2), p(2x2) then lies 1.06 meV per dimer above c(4x2), and p(2x1) lies 61.1 meV above it.

## Comparison of the two results

Set $y=2V/kT_c$. For large $y$,

$$\frac1{\sinh y}=\frac{2e^{-y}}{1-e^{-2y}}\approx2e^{-y}(1+e^{-2y}),\qquad \operatorname{arcsinh}u\approx u-\frac{u^3}{6}.$$

The cubic term contributes $-\tfrac{8}{6}e^{-3y}$, so (12) becomes

$$H\approx kT_ce^{-y}\left(1+e^{-2y}-\tfrac23e^{-2y}\right)=kT_ce^{-2V/kT_c}\left(1+\tfrac13e^{-4V/kT_c}\right). \tag{13}$$

The scaling law is the leading term, and the exact solution fixes its prefactor at one. In the example the estimate is 0.5302 meV and the exact value 0.5304 meV. This closeness owes something to the choice of $nH$ rather than $2nH$, which scaling could not justify.

At equal couplings, outside its intended regime, the estimate gives $kT_ce^{-y}=(\sqrt2-1)kT_c=7.14$ meV instead of 7.595 meV. It is 6% low.

The uncertain prefactor matters less for $T_c$ than for $H$. Taking logarithms of the leading term,

$$\ln H=\ln(kT_c)-\frac{2V}{kT_c},$$

and differentiating at fixed $V$ gives

$$\frac{d\ln T_c}{d\ln H}=\frac1{1+2V/kT_c}=\frac1{4.481}=0.223. \tag{14}$$

With $V$ held at 30 meV, halving $H$ lowers the exact $T_c$ to 173 K, and doubling it raises $T_c$ to 236 K. The reverse inference is delicate: at fixed $T_c$, raising $V$ from 30 to 40 meV reduces the required $H$ by a factor of about three.

Simple mean field replaces all four neighbours by their average $\sigma$. Its condition $m=\tanh[(2V+2H)m/kT]$ first has a nonzero solution at $kT=2V+2H$, or 709 K for these couplings. It misses the breaks that divide a row into segments. As $H\to0$ its transition temperature stays at $2V/k$, whereas (10) sends $T_c$ to zero.

## What lies above the transition

Above $T_c$ the average of each $s_{i,j}$ is zero. The average structure has identical, apparently symmetric dimers, and its cell is (2x1). The individual dimers remain tilted. This phase differs from the ordered p(2x1) pattern, whose parallel tilts cost 61 meV per dimer.

For an isolated row, (3) gives an alternation $-\langle s_js_{j+1}\rangle=1-2p=\tanh(V/kT)$, which is 0.940 at 200 K. The eight-row strip gives 0.962 at the transition. The fraction of neighbouring pairs within a row that alternate is $(1+0.962)/2$, or 98%. What disappears at $T_c$ is the long-range agreement of phases; nearly all the alternation between neighbours in the same row remains.

The range of the remaining order follows from an expansion like (5). For the correlation of two distant dimers in a row, the chosen bonds must include a path joining them. Each step along the row gives $\tanh K_V$. Sideways excursions, summed as for the wall, give

$$\sum_m(\tanh K_H)^{|m|}=\frac{1+\tanh K_H}{1-\tanh K_H}=e^{2K_H}.$$

The correlation decays by the factor $e^{2K_H}\tanh K_V$ per dimer, so its length in dimers is

$$\xi=\frac1{\ln\coth K_V-2K_H}. \tag{15}$$

It diverges at the temperature where (11) vanishes. This sum again omits paths that turn back; at 300 K the eight-row strip agreed with (15) within 0.2%. There $\xi=6.4$ dimers, or 2.5 nm, and the nearest-neighbour alternation is still 0.82.

## When another coupling matters

Add an energy $D$ times the product of tilts for each diagonal pair in neighbouring rows. There are two such bonds per dimer. Their products are $+1$ in c(4x2) and $-1$ in p(2x2), so the splitting in (2) becomes

$$E_{p(2\times2)}-E_{c(4\times2)}=2H-4D=2(H-2D). \tag{16}$$

To see the effect on $T_c$, let $\sigma_j$ and $\sigma'_j$ belong to neighbouring rows. Diagonal neighbours have the same checkerboard sign, so the diagonal energy is $+D\sigma\sigma'$. Direct multiplication confirms

$$\sigma_j\sigma'_{j+1}+\sigma_{j+1}\sigma'_j=\sigma_j\sigma'_j+\sigma_{j+1}\sigma'_{j+1}-(\sigma_j-\sigma_{j+1})(\sigma'_j-\sigma'_{j+1}).$$

Summed over $j$, the first two terms on the right give $2D\sum_j\sigma_j\sigma'_j$, which changes $H$ to $H-2D$. The last term is nonzero where both rows are broken at the same position. Such coincidences are rare when breaks are rare, so the $H$ inferred from (10) should be read as approximately $H-2D$.

For $D=1$ meV and $H=2.530$ meV, the combination $H-2D$ is again 0.530 meV. The strip calculation gives $T_c=199.7$ K. Putting the bare $H$ into (10) and ignoring $D$ would give 299 K.

## The model beside the real surface

The transition on real Si(001) lies roughly near 200 K. Electronic-structure calculations place p(2x1) some tens of meV per dimer or more above c(4x2), and p(2x2) within a few meV of it. The example lies in this rough regime, but its $V$ is a chosen value and its $H$ an effective one. How much an overlooked diagonal coupling matters depends on where the couplings come from. With $D=1$ meV, putting the bare $H$ into (10) moves $T_c$ by 100 K. Fitting $V$ and $H$ to the two energy differences (2) instead returns $H-2D=0.530$ meV and $V+2D=32$ meV, for which (10) gives 210 K, an error of only about 10 K.

Other effects can be sized with the same numbers:

- **Vibrations.** A vibrational entropy difference of $2H/T_c=0.062\,k$ per dimer in favour of p(2x2) would cancel the row coupling at 200 K. Static energies alone are therefore a weak basis for predicting $T_c$.
- **Terraces.** A terrace 10 nm wide holds 13 rows if they run parallel to its edges. A wall across all of them has free energy $13[2V-kT\ln\coth(H/kT)]$, from (11) with the couplings exchanged. This falls to $kT$ at 3.4 K below $T_c$, which is only a first scale for the rounding, since walls of this cost still occur along a long terrace. Across a single-height step the rows turn by 90 degrees. The same width then spans 26 dimers, and a wall along the rows, with free energy $26f$ from (11), already falls to $kT$ about 29 K below $T_c$. Such a wall typically shifts sideways by only about one row over its length. It can start between almost any two rows with a weight of about $e^{-1}$, so even there walls are only a few rows apart. Order over many rows needs a much lower temperature. The rounding is therefore much larger on such a terrace, and 29 K is not its full extent.
- **Flip rate.** With a round barrier of 150 meV and an attempt rate of $3\times10^{12}$ Hz, a dimer waits $e^{150/17.235}/(3\times10^{12}\ {\rm Hz})=2.0$ ns at 200 K. Collective order relaxes more slowly than one dimer flips, but even several thousand such waits take only microseconds. Equilibrium near the transition is therefore plausible for these inputs. The collective relaxation time has not been computed here, and on an infinite terrace it grows without bound as $T_c$ is approached. The flip rate falls to one per second at 61 K.
- **Tunnelling.** Take the barrier top as an inverted parabola with the same frequency $\nu$ as the well. At an energy $\epsilon$ below the top, the tunnelling probability is about $e^{-2\pi\epsilon/(\hbar\,2\pi\nu)}=e^{-\epsilon/\hbar\nu}$, while the thermal weight is larger than at the top by $e^{\epsilon/kT}$. Tunnelling therefore takes over from thermal hopping near $\hbar\nu/k=23$ K, far below the transition.
- **Two-state tilts.** One flip in the ordered state costs 122 meV, only 28 meV below the assumed barrier top. A reversed dimer there is weakly trapped, and a model with variable tilt would describe it better.

Charged defects that pin the tilts and long-range elastic or dipolar forces are also absent from (1); their effect on $T_c$ has not been estimated here. The main computed values are in the numerical output.

## Computed values

```
Target transition temperature: 200 K
Thermal energy kT there: 17.235 meV
Chosen in-row coupling V: 30.0 meV
2V/kT: 3.481 (no unit)
sinh(2V/kT): 16.236 (no unit)
Inter-row coupling H from criterion: 0.5304 meV
H in strong-row limit: 0.5302 meV
Equal couplings V=H for target: 7.595 meV
V = 10 meV: H = 5.5883 meV, strip Tc = 200.29 K
V = 20 meV: H = 1.6977 meV, strip Tc = 200.12 K
V = 30 meV: H = 0.5304 meV, strip Tc = 200.09 K
V = 40 meV: H = 0.1662 meV, strip Tc = 200.07 K
V = 50 meV: H = 0.0521 meV, strip Tc = 200.06 K
p(2x2) minus c(4x2): 1.061 meV per dimer
p(2x1) minus c(4x2): 61.06 meV per dimer
Cost of one flipped dimer: 122.1 meV
Tc with H halved: 172.8 K
Tc with H doubled: 235.8 K
d ln Tc / d ln H, numerical: 0.2230 (no unit)
d ln Tc / d ln H, strong-row limit: 0.2231 (no unit)
Simple mean-field Tc: 709 K
Wall free energy along row at 140 K: 0.894 meV per dimer
In-row alternation at Tc, 8-row strip: 0.962 (no unit)
Same, isolated row: 0.940 (no unit)
Alternating neighbour pairs at Tc: 98.1 %
In-row alternation at 300 K, strip: 0.823 (no unit)
Same, isolated row: 0.821 (no unit)
In-row correlation length at 300 K: 6.41 dimers
Same length: 2.46 nm
Diagonal test: D = 1.0 meV, bare H = 2.530 meV
Strip Tc with diagonal coupling: 199.7 K
Onsager Tc if D is ignored: 299.4 K
Terrace width: 10 nm = 13.0 rows
Rounding below Tc on terrace: 3.4 K
Entropy per dimer that cancels 2H at Tc: 0.0616 k_B
Flip barrier: 150 meV; attempt rate: 3.0e+12 Hz
Residence time at Tc: 2.01 ns
Temperature for one flip per second: 60.6 K
Tunnelling crossover temperature: 22.9 K
```
